\section*{Probe-Averaged Surface Temperature for Coaxial Gaussian Pump and Probe Beams, part 2}

A pump beam heats the surface $z=0$ of a solid that fills $z>0$, and a coaxial probe beam reads the surface temperature. The absorbed pump power has amplitude $A$ and angular frequency $\omega$. The temperature rise is $\mathrm{Re}[T(r,z)e^{i\omega t}]$, where $r$ is the distance from the beam axis, so a lagging temperature has a negative phase. Heat conduction follows Fourier's law, with conductivity $\kappa$ and heat capacity per volume $C$. The pump is absorbed at the surface itself, which loses no heat to its surroundings:
\begin{equation}
-\kappa\left.\frac{\partial T}{\partial z}\right|_{z=0}=p(r).
\label{eq:flux}
\end{equation}
Here $p(r)$ is the absorbed flux. The probe profile $s(r)$ integrates to one over the surface. Both profiles are Gaussian, with $1/e^2$ intensity radii $w_0$ (pump) and $w_1$ (probe), and $W^2=w_0^2+w_1^2$. The probe-averaged surface temperature is the Hankel integral
\begin{equation}
\Delta T=\frac{A}{2\pi}\int_0^\infty G(k)\,e^{-k^2W^2/8}\,k\,dk ,
\label{eq:restate}
\end{equation}
where $G(k)$ is the surface temperature per unit absorbed flux at angular wavenumber $k$. For radii defined at $1/e$ of the central intensity, the exponent is instead $-k^2/4$ times the sum of their squares. If the probe axis is displaced by a distance $d$, the integrand gains the Bessel factor $J_0(kd)$.

In each layer the transformed temperature $\theta(k,z)$ obeys $\theta''=(k^2+i\omega C/\kappa)\theta$. For a uniform half-space, let $q^2=i\omega C/\kappa$ and $\lambda=\sqrt{k^2+q^2}$, with $\mathrm{Re}\,q>0$ and $\mathrm{Re}\,\lambda>0$. Then $G=1/(\kappa\lambda)$ and
\begin{equation}
\Delta T=\frac{A}{\sqrt{2\pi}\,\kappa W}\;e^{\zeta^2}\mathrm{erfc}(\zeta),
\qquad \zeta=\frac{qW}{\sqrt8}.
\label{eq:closed}
\end{equation}

Numbers are given in electronvolts and angstroms with $\hbar=k_B=1$. Temperature and frequency are then in eV, power in eV$^2$, conductivity in eV/\AA, heat capacity per volume in \AA$^{-3}$, and interface conductance in eV/\AA$^2$.

\subsection{Low and high frequency}

For small $\zeta$, $e^{\zeta^2}\mathrm{erfc}(\zeta)=1-2\zeta/\sqrt\pi+\zeta^2+O(\zeta^3)$. The steady value is
\begin{equation}
\Delta T_0=\frac{A}{\sqrt{2\pi}\,\kappa W},
\label{eq:steady}
\end{equation}
and the first correction is
\begin{equation}
-\frac{A}{\sqrt{2\pi}\,\kappa W}\,\frac{2}{\sqrt\pi}\,\frac{qW}{\sqrt8}
=-\frac{Aq}{2\pi\kappa}.
\label{eq:firstcorr}
\end{equation}
The spot size has cancelled from this term. The reason is visible in the surface temperature of a unit point source, $K(\rho)=e^{-q\rho}/(2\pi\kappa\rho)$. This function solves the heat equation away from the source, and it sends unit power through a small hemisphere around it. Its expansion is $1/(2\pi\kappa\rho)-q/(2\pi\kappa)+\dots$, and the second term is the same at every separation.

For large $|\zeta|$, integration by parts gives $e^{\zeta^2}\mathrm{erfc}(\zeta)\simeq(1-1/2\zeta^2)/(\zeta\sqrt\pi)$. To leading order,
\begin{equation}
\Delta T_\infty=\frac{A}{\sqrt{2\pi}\,\kappa W}\,\frac{\sqrt8}{qW\sqrt\pi}
=\frac{2A}{\pi W^2}\,\frac{1}{\kappa q}.
\label{eq:planar}
\end{equation}
The first factor is the absorbed flux averaged over the probe, $\int s\,p\,d^2r$. The second is the response to uniform heating, $G(0)$. Heat then penetrates a distance small compared with the spot, and each point of the surface responds to its own flux. Because $\kappa q=\sqrt{i\omega\kappa C}$, the amplitude depends on the product $\kappa C$ and the phase tends to $-45^\circ$.

\subsection{Film on a substrate}

Many measurements use a thin metal film to absorb the pump and reflect the probe. Let the film have thickness $h$, conductivity $\kappa_f$ and heat capacity $C_f$. It joins a half-space ($\kappa$, $C$) through an interface of conductance $g$, so the temperature drop across the interface is the flux divided by $g$. The ratio of temperature to flux on the film side of the interface is
\begin{equation}
Z=\frac1g+\frac{1}{\kappa\lambda}.
\label{eq:Z}
\end{equation}
In the film let $\lambda_f=\sqrt{k^2+i\omega C_f/\kappa_f}$ and $Z_0=1/(\kappa_f\lambda_f)$. With surface temperature $\theta_0$ and surface flux $j_0$, the temperature and the flux $j=-\kappa_f\theta'$ are
\begin{align}
\theta(z)&=\theta_0\cosh\lambda_fz-Z_0j_0\sinh\lambda_fz,\nonumber\\
j(z)&=j_0\cosh\lambda_fz-\frac{\theta_0}{Z_0}\sinh\lambda_fz .
\label{eq:film}
\end{align}
The condition $\theta(h)=Z\,j(h)$, with $\theta_0$ collected on the left, reads
\begin{equation}
\theta_0\left(\cosh\lambda_fh+\frac{Z}{Z_0}\sinh\lambda_fh\right)
=j_0\left(Z\cosh\lambda_fh+Z_0\sinh\lambda_fh\right).
\label{eq:match}
\end{equation}
Division by $\cosh\lambda_fh$ gives
\begin{equation}
G=\frac{\theta_0}{j_0}=Z_0\,\frac{Z+Z_0\tanh\lambda_fh}{Z_0+Z\tanh\lambda_fh}.
\label{eq:Gfilm}
\end{equation}

For a thin film, $\tanh\lambda_fh\simeq\lambda_fh$. To first order in $h$,
\begin{equation}
G\simeq\frac{1}{\kappa\lambda}+\frac1g+\frac{h}{\kappa_f}
-Z^2h\left(\kappa_fk^2+i\omega C_f\right).
\label{eq:thin}
\end{equation}
The second and third terms are resistances in series with the substrate. The last term describes heat that spreads sideways in the film or is stored there. The expansion needs two small quantities at the wavenumbers that the Gaussian factor passes: $|\lambda_fh|$, and $|Z|\,h\,|\kappa_fk^2+i\omega C_f|$, the ratio of the last term to $Z$. The second can be large while the first is small, on a poorly conducting substrate or behind a weak interface, and then \eqref{eq:Gfilm} must be used.

For a steady temperature to exist, the substrate must be able to carry heat away. For a slab of thickness $h$ insulated at the back, $Z\to\infty$ and $G=Z_0/\tanh\lambda_fh$. At $\omega=0$ and small $k$ this is $1/(\kappa_fhk^2)$, and \eqref{eq:restate} diverges logarithmically. Such a slab, if laterally infinite, has no steady temperature. At $\omega>0$, $G(0)$ is finite and the oscillating amplitude exists.

\subsection{A worked case}

Take round model parameters: $A=4$ eV$^2$, $w_0=50000$ \AA, $w_1=30000$ \AA, $\omega=4\times10^{-9}$ eV, $\kappa=0.5$ eV/\AA\ and $C=0.12$ \AA$^{-3}$. Then
\begin{equation}
W=\sqrt{(25+9)\times10^{8}}\ \text{\AA}=5.831\times10^4\ \text{\AA},
\label{eq:Wnum}
\end{equation}
and the steady value for the bare half-space is
\begin{equation}
\Delta T_0=\frac{4}{2.5066\times0.5\times5.831\times10^4}\ \text{eV}
=5.473\times10^{-5}\ \text{eV},
\label{eq:T0num}
\end{equation}
which is $0.635$ K. The diffusivity is $0.5/0.12=4.167$ eV\,\AA$^2$, so $|q|=\sqrt{4\times10^{-9}/4.167}=3.10\times10^{-5}$ \AA$^{-1}$ and $|\zeta|=0.639$. The decay length $1/\mathrm{Re}\,q=4.56\times10^4$ \AA\ is comparable with $W$, so neither limit applies. The factor $e^{\zeta^2}\mathrm{erfc}(\zeta)$ has modulus $0.610$ and phase $-21.8^\circ$, and
\begin{equation}
|\Delta T|=0.6102\times5.473\times10^{-5}\ \text{eV}=3.340\times10^{-5}\ \text{eV},
\label{eq:TACnum}
\end{equation}
or $0.388$ K.

This value was tested in two ways that do not use the Hankel integral. Superposing the point-source solutions $K(\rho)$ and averaging over the probe reproduced it to a relative difference below $10^{-12}$. The same held with the radii exchanged and with both radii equal to $W/\sqrt2$. A finite-volume solution of the heat equation in $r$ and $z$ differed from it by $6\times10^{-5}$, relative to the Hankel value.

With the other parameters fixed, the frequency dependence is as follows.

\begin{center}
\begin{tabular}{cccc}
$\omega$ (eV) & $|\Delta T|/\Delta T_0$ & $|\Delta T/\Delta T_\infty|$ & phase\\
$4\times10^{-11}$ & 0.950 & 0.108 & $-2.8^\circ$\\
$4\times10^{-10}$ & 0.852 & 0.305 & $-8.4^\circ$\\
$4\times10^{-9}$ & 0.610 & 0.691 & $-21.8^\circ$\\
$4\times10^{-8}$ & 0.272 & 0.973 & $-38.8^\circ$\\
$4\times10^{-7}$ & 0.088 & 1.000 & $-44.3^\circ$
\end{tabular}
\end{center}

The steady limit is approached slowly, because the correction \eqref{eq:firstcorr} is proportional to $\sqrt\omega$. At the lowest frequency the amplitude is still 5\% below $\Delta T_0$.

\subsection{What the beam geometry changes}

The temperature at the centre of the pump spot follows from \eqref{eq:closed} with $w_1=0$. Its amplitude is $4.166\times10^{-5}$ eV, which is 25\% above the probe average. Taking the centre temperature for the measured one would be an error of that size here.

Displacing the probe by $20000$ \AA\ lowers the amplitude to $2.816\times10^{-5}$ eV, 16\% below the coaxial value, and moves the phase to $-23.7^\circ$.

If $1/e^2$ radii are inserted in the formula with exponent $-k^2W^2/4$, the effect is that of doubling $W^2$. The predicted amplitude is then too small by a factor $1/\sqrt2=0.707$ in the steady limit and $1/2$ in the planar limit \eqref{eq:planar}. In the worked case the factor is $0.587$. A conductivity fitted to a steady amplitude at known $A$ would come out too small by the factor $0.707$, since $\Delta T_0\propto1/(\kappa W)$.

\subsection{What the film changes}

Now add a film with $h=1000$ \AA, $\kappa_f=0.8$ eV/\AA\ and $C_f=0.18$ \AA$^{-3}$, joined through $g=5\times10^{-5}$ eV/\AA$^2$. With beams and frequency unchanged, \eqref{eq:Gfilm} gives the amplitude $4.423\times10^{-5}$ eV, or $0.513$ K, and the phase $-17.0^\circ$. A finite-volume solution of the same stack differed by $1\times10^{-4}$, relative to the Hankel value. The amplitude is 32\% larger than for the bare half-space, and the lag is smaller.

The thin-film form \eqref{eq:thin} explains both changes. A term in $G$ that does not depend on $k$ is multiplied by $(A/2\pi)\int_0^\infty e^{-k^2W^2/8}k\,dk=2A/(\pi W^2)$. The interface therefore contributes
\begin{equation}
\frac{2A}{\pi W^2g}=\frac{8}{\pi\times3.4\times10^{9}\times5\times10^{-5}}\ \text{eV}
=1.50\times10^{-5}\ \text{eV},
\label{eq:intnum}
\end{equation}
and the film resistance $h/\kappa_f$ contributes $0.09\times10^{-5}$ eV. Both are real and positive, so they raise the amplitude and reduce the lag. The half-space value is $(3.10-1.24i)\times10^{-5}$ eV, and the sum is $(4.69-1.24i)\times10^{-5}$ eV. The full result is $(4.23-1.29i)\times10^{-5}$ eV.

The real part of the full result is lower than that of the sum, as the last term in \eqref{eq:thin} requires. The phase of $Z$ lies between $-45^\circ$ and $0$, so $Z^2$ has a positive real part and a negative imaginary part. Sideways spreading and storage then both lower the real part of $G$. In the imaginary part they act in opposite directions. Inserted in \eqref{eq:restate}, spreading contributes $(-0.389+0.115i)\times10^{-5}$ eV and storage $(-0.121-0.184i)\times10^{-5}$ eV. The first-order total is $(4.18-1.31i)\times10^{-5}$ eV, which lies 1\% from the full result. The expansion works here because $|Z|\,h\,|\kappa_fk^2+i\omega C_f|$ is only $0.12$ at $k=\sqrt8/W$. For the same film on a substrate like silica glass it is about $1.2$, and \eqref{eq:thin} fails although $|\lambda_fh|$ is still $0.05$.

\subsection{Relation to real measurements}

The heat capacity of the substrate is close to that of silicon at room temperature. Its conductivity is somewhat lower than that of silicon, which is roughly $0.7$ eV/\AA\ in these units. Silica glass is roughly a hundred times less conducting, and there the planar limit is reached at much lower frequency. The radii, the film thickness and the interface conductance are of the order met in thermoreflectance work with metal films. A sample with such a film is not a bare half-space, and in this example the film and its interface raise the amplitude by 32\% of the bare half-space value. Nor are the half-space numbers predictions for uncoated silicon. Depending on its wavelength, light can enter silicon to a depth that is not small compared with $W$ or $1/\mathrm{Re}\,q$, and the surface condition \eqref{eq:flux} then does not apply.

Fourier's law itself fails when the carriers of heat travel distances comparable with $W$ or $1/\mathrm{Re}\,q$ between collisions. In silicon, part of the heat is carried by phonons with mean free paths of order $10^4$ \AA, so corrections are possible at these spot sizes; the present model cannot give their magnitude. With pulsed lasers the signal combines the responses at many frequencies. The Gaussian factor in \eqref{eq:restate} does not depend on $\omega$, so it is the same for each of them, while $G$ must be evaluated at each frequency. The values used here are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
absorbed power amplitude: 4 eV^2
pump radius w0: 50000 angstrom
probe radius w1: 30000 angstrom
root of summed squares W: 58309.5 angstrom
modulation frequency omega: 4e-09 eV
substrate conductivity: 0.5 eV/angstrom
substrate heat capacity: 0.12 angstrom^-3
substrate diffusivity: 4.16667 eV angstrom^2
thermal decay length 1/Re q: 45643.5 angstrom
modulus of zeta: 0.638749
k where Gaussian factor is 1/e: 4.85071e-05 1/angstrom
steady half-space average: 5.47344e-05 eV
steady half-space average: 0.635167 K
half-space average amplitude: 3.34015e-05 eV
half-space average phase: -21.7865 degree
half-space average amplitude: 0.387608 K
half-space centre amplitude: 4.16555e-05 eV
half-space centre phase: -19.4756 degree
beam offset: 20000 angstrom
half-space with offset amplitude: 2.8158e-05 eV
half-space with offset phase: -23.6699 degree
misread radii, amplitude ratio: 0.587127
misread radii, steady ratio: 0.707107
film conductivity: 0.8 eV/angstrom
film heat capacity: 0.18 angstrom^-3
film thickness: 1000 angstrom
interface conductance: 5e-05 eV/angstrom^2
film-stack average amplitude: 4.42335e-05 eV
film-stack average phase: -16.9962 degree
film-stack average amplitude: 0.513309 K
half-space sweep: omega (eV), amplitude/steady, amplitude/planar limit, phase (degree)
4e-11 0.9503 0.1076 -2.84
4e-10 0.8516 0.3049 -8.42
4e-09 0.6102 0.6909 -21.79
4e-08 0.2717 0.9726 -38.76
4e-07 0.0883 0.9996 -44.30
largest Gaussian transform error: 8.88178e-16
largest real-space relative difference: 8.51235e-13
offset real-space relative difference: 5.78079e-14
grid relative difference, half-space: 6.18316e-05
grid relative difference, film stack: 0.000100168
\end{verbatim}
